# From the Ladder Bethe-Salpeter Equation to the Schrödinger Equation with Reduced Mass, part 1

(Sections cited here and not found follow in the second part.)

## From the ladder to the Salpeter equation

Muonium is an electron bound to an antimuon. If the antimuon were infinitely heavy, the Schrödinger ground-state energy would be \(-13.605693\) eV. With the reduced mass it is \(-13.540208\) eV. A relativistic two-body equation, with sixteen spinor components, negative-energy states for both particles and an energy variable of its own for each, gives \(-13.540387\) eV for the spin singlet when the force is pure Coulomb exchange. The two treatments of the moving antimuon differ by only \(1.8\times10^{-4}\) eV. Two things ask for an explanation: where the extra energy variable has gone, and why so little remains of the rest of the relativistic structure.

### The equation for the bound state

We use atomic units, \(\hbar=e=m_e=1\), so that the speed of light is \(c=1/\alpha=137.036\). The two particles are distinguishable point fermions with masses \(m_1,m_2\) and charges \(-1\) and \(+1\). Each is described as the particle of its own Dirac field. Since they are distinct, they neither annihilate each other nor require an exchange term. Put

\[
M=m_1+m_2,\qquad E=Mc^2+W,\qquad W<0. \tag{1}
\]

Here \(E\) is the total energy in the rest frame, where the momenta are \(\mathbf p\) and \(-\mathbf p\). The free Dirac Hamiltonians are

\[
h_1=c\,\boldsymbol\alpha_1\!\cdot\mathbf p+\beta_1m_1c^2,\qquad
h_2=-c\,\boldsymbol\alpha_2\!\cdot\mathbf p+\beta_2m_2c^2 . \tag{2}
\]

The Dirac matrices anticommute, so \(h_i^2=E_i^2\) with \(E_i=\sqrt{c^2p^2+m_i^2c^4}\). The eigenvalues of \(h_i\) are therefore \(\pm E_i\), and the projectors on the two signs are

\[
\Lambda_i^{\pm}=\tfrac12\left(1\pm h_i/E_i\right). \tag{3}
\]

In Coulomb gauge, Gauss's law eliminates the longitudinal field and leaves an instantaneous interaction between the charge densities,

\[
H_C=\int\! d^3r_1\,d^3r_2\;\psi_1^\dagger\psi_1(\mathbf r_1)\,
V(\mathbf r_1-\mathbf r_2)\,\psi_2^\dagger\psi_2(\mathbf r_2),
\qquad V(\mathbf r)=-\frac1r . \tag{4}
\]

There is no factor \(1/2\), because each pair contains one particle of each kind. Since \(\nabla^2(1/r)=-4\pi\delta(\mathbf r)\), the Fourier transform is \(V(\mathbf k)=-4\pi/k^2\). The time-evolution operator contains \(-i\int H_C\,dt\), so one Coulomb exchange contributes the factor \(-iV(\mathbf k)\). It does not depend on the energy that is exchanged.

The fields in (4) appear as \(\psi^\dagger\) and \(\psi\), so we use the propagator \(\langle T\psi\psi^\dagger\rangle\). In energy space it is \(iG_i(x)\) with \(G_i(x)=(x-h_i)^{-1}\). The Feynman prescription replaces \(m_i\) by \(m_i-i\delta\), with \(\delta\to0^+\). Then \(E_i\) acquires a small negative imaginary part, and

\[
G_i(x)=\frac{\Lambda_i^+}{x-E_i+i0}+\frac{\Lambda_i^-}{x+E_i-i0}. \tag{5}
\]

Let \(G\) be the sum of all ladder graphs: free propagation of both particles, then the same with one Coulomb exchange, then with two in succession, and so on. Separating the first exchange from the rest gives

\[
G=G_0+G_0KG,\qquad G_0=(iG_1)(iG_2),\qquad K=-iV . \tag{6}
\]

A bound state appears as a pole of \(G\) in the total energy \(P_0\), of the form \(\chi\bar\chi/(P_0-E)\) up to a constant. Multiply (6) by \(P_0-E\) and let \(P_0\to E\). The term \(G_0\) has no such pole and drops out. The common factor \(\bar\chi\) on the right cancels, leaving \(\chi=G_0K\chi\).

To write this out, divide the total energy between the particles as \(\eta_1E+\varepsilon\) and \(\eta_2E-\varepsilon\), where \(\eta_1+\eta_2=1\) and both are real. The variable \(\varepsilon\) is the relative energy. The intermediate state carries an integral over \(d\varepsilon'\,d^3p'/(2\pi)^4\). The numerical factors combine as \(i\cdot i\cdot(-i)=i\), and one factor \(1/2\pi\) is kept apart from the momentum measure:

\[
\chi(\varepsilon,\mathbf p)=\frac{i}{2\pi}\,G_1(\eta_1E+\varepsilon)\,G_2(\eta_2E-\varepsilon)
\int\!\frac{d^3p'}{(2\pi)^3}\,V(\mathbf p-\mathbf p')\int\! d\varepsilon'\,\chi(\varepsilon',\mathbf p'). \tag{7}
\]

This is the ladder Bethe-Salpeter equation with an instantaneous kernel. The matrices \(G_1\) and \(G_2\) act on different spinor indices and commute.

### Closing the equation at equal times

The right side of (7) uses \(\chi\) only through its integral over relative energy. Define

\[
\phi(\mathbf p)=\int_{-\infty}^{\infty}\! d\varepsilon\;\chi(\varepsilon,\mathbf p),\qquad
(U\phi)(\mathbf p)=\int\!\frac{d^3p'}{(2\pi)^3}\,V(\mathbf p-\mathbf p')\,\phi(\mathbf p'). \tag{8}
\]

Relative energy is conjugate to relative time \(\tau\): the amplitude at \(\tau\) is proportional to \(\int d\varepsilon\,e^{-i\varepsilon\tau}\chi\). Setting \(\tau=0\) gives \(\phi\), apart from a constant. Thus \(\phi\) is the amplitude for finding both particles at the same instant. Equation (7) now reads

\[
\chi(\varepsilon,\mathbf p)=\frac{i}{2\pi}\,G_1(\eta_1E+\varepsilon)\,G_2(\eta_2E-\varepsilon)\,(U\phi)(\mathbf p). \tag{9}
\]

At fixed \(\mathbf p\), each \(G_i\) falls as \(1/\varepsilon\), so \(\chi\) falls as \(1/\varepsilon^2\) and its integral converges. Integrating (9) gives a closed equation for \(\phi\):

\[
\phi=J\,U\phi,\qquad
J=\frac{i}{2\pi}\int_{-\infty}^{\infty}\! d\varepsilon\;G_1(\eta_1E+\varepsilon)\,G_2(\eta_2E-\varepsilon). \tag{10}
\]

No approximation has been made between (7) and (10). Once \(\phi\) is known, (9) returns the full dependence on relative energy. The step does need a kernel free of \(\varepsilon\) and \(\varepsilon'\). If \(V\) depended on \(\varepsilon-\varepsilon'\), as the exchange of a propagating transverse photon does, the inner integral would be a weighted one that also varies with \(\varepsilon\), and \(\phi\) alone would not suffice.

### The four contour integrals

Insert (5) in (10). There are four products of projectors, which we write as \(\Lambda^{++}=\Lambda_1^+\Lambda_2^+\) and so on, the first sign belonging to particle 1. The denominators vanish at these values of \(\varepsilon\):

\[
\begin{aligned}
\text{particle 1, positive energy:}\quad &\varepsilon=E_1-\eta_1E-i0,\\
\text{particle 2, positive energy:}\quad &\varepsilon=\eta_2E-E_2+i0,\\
\text{particle 1, negative energy:}\quad &\varepsilon=-E_1-\eta_1E+i0,\\
\text{particle 2, negative energy:}\quad &\varepsilon=\eta_2E+E_2-i0 .
\end{aligned} \tag{11}
\]

The sign of \(i0\) is reversed between the two particles because \(\varepsilon\) enters their energies with opposite signs.

For \(++\), one pole lies below the axis and one above. Close the contour below, which encircles the pole of particle 1 clockwise and gives \(-2\pi i\) times its residue. The factor \(1/(\eta_1E+\varepsilon-E_1)\) has unit residue. The other factor, at \(\varepsilon=E_1-\eta_1E\), equals

\[
\frac{1}{\eta_2E-(E_1-\eta_1E)-E_2}=\frac1{E-E_1-E_2}, \tag{12}
\]

since \(\eta_1+\eta_2=1\). The prefactor gives \((i/2\pi)(-2\pi i)=1\), so the coefficient of \(\Lambda^{++}\) is \(1/(E-E_1-E_2)\).

For \(--\), the pole of particle 1 is above the axis. Close the contour above, counterclockwise. At \(\varepsilon=-E_1-\eta_1E\) the second factor is

\[
\frac{1}{\eta_2E+(E_1+\eta_1E)+E_2}=\frac1{E+E_1+E_2}. \tag{13}
\]

Now the prefactor is \((i/2\pi)(2\pi i)=-1\), and the coefficient of \(\Lambda^{--}\) is \(-1/(E+E_1+E_2)\).

For \(+-\), both poles lie below the axis, and closing the contour above encloses none. For \(-+\), both lie above, and closing it below encloses none. The arcs at infinity contribute nothing in any of the four cases, since the integrand falls as \(1/\varepsilon^2\). Both mixed integrals vanish, and

\[
J=\frac{\Lambda^{++}}{E-E_1-E_2}-\frac{\Lambda^{--}}{E+E_1+E_2}. \tag{14}
\]

The energy shares \(\eta_i\) have disappeared. Changing them only shifts the integration variable by a real constant.

The result (14) was tested by direct integration of the \(16\times16\) matrix along the real axis, in units with \(c=1\), at finite \(\delta\) and for two choices of the shares. The largest absolute error of a matrix element was \(2.6\times10^{-11}\).

### The same result in time

A calculation in time shows why the mixed terms vanish. The Fourier transform of (5) is

\[
\int\!\frac{dx}{2\pi}\,e^{-ixt}\,iG_i(x)=\theta(t)\,\Lambda_i^+e^{-iE_it}-\theta(-t)\,\Lambda_i^-e^{iE_it}. \tag{15}
\]

Positive-energy components run forward in time and negative-energy components backward. Between two successive instantaneous exchanges, both particles start at one common instant and end at another. They must therefore both run forward or both run backward, and a product with one of each contains \(\theta(t)\theta(-t)\), which is zero except at the single point \(t=0\). The surviving products are

\[
\theta(t)\,\Lambda^{++}e^{-i(E_1+E_2)t}+\theta(-t)\,\Lambda^{--}e^{i(E_1+E_2)t}, \tag{16}
\]

where the two minus signs of the second term have cancelled. Multiplying by \(e^{iEt}\) and integrating over \(t\) gives \(i/(E-E_1-E_2)\) for the first term and \(-i/(E+E_1+E_2)\) for the second. The factor \(-i\) of the exchange turns these into \(1/(E-E_1-E_2)\) and \(-1/(E+E_1+E_2)\), in agreement with (14).

### The Salpeter equation

Apply \(E-h_1-h_2\) to \(\phi=JU\phi\). On the \(++\) part, \(h_1+h_2=E_1+E_2\), and the factor cancels the denominator. On the \(--\) part, \(h_1+h_2=-(E_1+E_2)\), and the factor \(E+E_1+E_2\) cancels the other denominator but leaves the minus sign. Therefore

\[
(E-h_1-h_2)\,\phi=(\Lambda^{++}-\Lambda^{--})\,U\phi . \tag{17}
\]

This is the Salpeter equation. The relative energy is gone, while both signs of the particle energies remain.

Because \(J\) in (14) contains only \(\Lambda^{++}\) and \(\Lambda^{--}\), the solution of \(\phi=JU\phi\) has no mixed components, however strong the binding. Equation (17) taken alone implies the same, provided the binding is not too strong. Its \(+-\) projection is \((E-E_1+E_2)\phi^{+-}=0\), and its \(-+\) projection is \((E+E_1-E_2)\phi^{-+}=0\). Now

\[
|E_1-E_2|=\frac{|E_1^2-E_2^2|}{E_1+E_2}=\frac{|m_1^2-m_2^2|\,c^4}{E_1+E_2}\le|m_1-m_2|\,c^2, \tag{18}
\]

because \(E_1+E_2\ge Mc^2\). As long as \(E>|m_1-m_2|c^2\), which means that \(|W|\) is less than twice the smaller rest energy, neither factor can be zero. Hence \(\phi^{+-}=\phi^{-+}=0\). In muonium \(|W|\) is about \(13.5\) eV and the electron rest energy is \(510998.95\) eV, so the condition holds by a wide margin.

The vanishing of the mixed components also shows a limit of the ladder. Consider an electron in a fixed Coulomb potential, with energy \(\epsilon\) and Dirac equation \((\epsilon-h_1-V)\psi=0\). Its negative-energy projection, \((\epsilon+E_1)\Lambda_1^-\psi=\Lambda_1^-V\psi\), is in general not zero. The corresponding component here, with particle 1 negative and a very heavy particle 2 positive, is \(\phi^{-+}=0\). The Salpeter equation therefore does not become the Dirac equation in an external field when \(m_2\to\infty\). Its use below is restricted to weak binding, where negative-energy components are small.

### The scales in muonium

The poles (11) show how far apart the two kinds of motion are. Take the energy shares \(\eta_i=m_i/M\), so that \(\eta_iE=m_ic^2+\eta_iW\), and choose the momentum \(p=\mu\), where \(\mu=m_1m_2/M\) is the reduced mass. The positive-energy poles lie at \(13.54003\) eV for the electron and \(-13.54021\) eV for the antimuon. The negative-energy poles lie at \(-1.022\times10^{6}\) eV and \(2.113\times10^{8}\) eV.

With the shares \(\eta_i=m_i/M\), the near symmetry of the first two is special to \(p=\mu\). At low velocity the two distances from zero are \(p^2/2m_i+m_i\mu/2M\), and for unequal masses they agree only at \(p=\mu\). With \(W=-\mu/2\), the distance of the pole of particle 1 from zero is

\[
E_1-\eta_1E\simeq\frac{\mu^2}{2m_1}+\frac{m_1}{M}\,\frac{\mu}{2}
=\frac{\mu}{2}\left(\frac{m_2}{M}+\frac{m_1}{M}\right)=\frac{\mu}{2}, \tag{19}
\]

where \(\mu/m_1=m_2/M\) was used. Exchanging the labels gives the same distance for particle 2. The two distances add to the \(++\) denominator, \(E_1+E_2-E=27.08024\) eV. The \(--\) denominator is \(E_1+E_2+E=2.123\times10^8\) eV, nearly eight million times larger. This disparity suppresses the \(--\) component, and the spinor overlaps suppress it further.

## From the Salpeter equation to reduced mass

The symbols carried over are these. The masses are \(m_1,m_2\), with \(M=m_1+m_2\), and \(E=Mc^2+W\) is the total energy in the rest frame. The free energies are \(E_i=\sqrt{c^2p^2+m_i^2c^4}\), and \(\Lambda^{++}\) and \(\Lambda^{--}\) project on both energies positive or both negative. The interaction \(U\) integrates over \(d^3p'/(2\pi)^3\) with \(V(\mathbf k)=-4\pi/k^2\), \(\mathbf k=\mathbf p-\mathbf p'\). The equal-time amplitude \(\phi\) obeys the Salpeter equation (17), and it has only the components \(\phi^{++}\) and \(\phi^{--}\).

The ladder equation with instantaneous Coulomb exchange has been reduced, without further approximation, to the Salpeter equation (17), in which the relative energy is gone and only the components \(\phi^{++}\) and \(\phi^{--}\) survive. It remains to obtain the Schrödinger equation with reduced mass from it as \(c\to\infty\), and to find the size of the relativistic effects that are left in muonium.
